# Screening Channels in Hubbard U and J from Response-Matrix Inversion: verification in Python

```python
"""Result under test: inversion of response matrices in a retained set A,
    K_A = inv(x0) - inv(x) = L^T W L,
    L = X0 A inv(x0),  P = X0 - L x0 L^T,  W = inv(1 - F P) F.
X0: response of all spin-site occupations at frozen interaction potential.
F:  interaction kernel.  A: columns are the probed channels.
x0, x: frozen and self-consistent responses within A.
n = n_up + n_down, m = n_up - n_down, U = K_nn, J = -K_mm.
The left side comes from finite differences of self-consistent solutions,
the right side from sums over states and the known kernel.
Model: ring M-L-M-L-..., one orbital per site, energies in eV.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


class MeanField:
    """Collinear mean-field lattice; vectors list up sites, then down sites."""

    def __init__(self, hopping, onsite, kernel, reference, n_occ, seed):
        self.hopping, self.kernel, self.n_occ = hopping, kernel, n_occ
        base = np.tile(onsite, 2)
        self.n = self.solve(base, kernel, reference, seed)
        self.potential = base + kernel @ (self.n - reference)

    def orbitals(self, potential):
        h = np.array([self.hopping + np.diag(v)
                      for v in potential.reshape(2, -1)])
        return np.linalg.eigh(h)

    def solve(self, base, kernel, reference, start):
        n = start.copy()
        for _ in range(6000):
            vec = self.orbitals(base + kernel @ (n - reference))[1]
            new = (vec[:, :, :self.n_occ] ** 2).sum(axis=2).ravel()
            if np.max(np.abs(new - n)) < 1e-13:
                return new
            n = n + 0.3 * (new - n)
        raise RuntimeError("self-consistency not reached")

    def measured_response(self, kernel, probes, h=5e-3):
        """Five-point derivative of probed occupations; kernel acts on changes."""
        columns = []
        for a in probes.T:
            f = {s: self.solve(self.potential + s * h * a, kernel,
                               self.n, self.n) for s in (-2, -1, 1, 2)}
            columns.append((8 * (f[1] - f[-1]) - (f[2] - f[-2])) / (12 * h))
        return probes.T @ np.array(columns).T

    def sum_over_states(self):
        energy, vec = self.orbitals(self.potential)
        size = len(self.hopping)
        x0 = np.zeros((2 * size, 2 * size))
        for s in range(2):
            block = slice(s * size, (s + 1) * size)
            for v in range(self.n_occ):
                for c in range(self.n_occ, size):
                    pair = vec[s][:, v] * vec[s][:, c]
                    x0[block, block] += (2 * np.outer(pair, pair)
                                         / (energy[s][v] - energy[s][c]))
        return x0

    def gap(self):
        energy = self.orbitals(self.potential)[0]
        return energy[:, self.n_occ].min() - energy[:, self.n_occ - 1].max()


def spin_kernel(charge_part, stoner):
    return (np.kron(np.ones((2, 2)), charge_part)
            + np.kron(np.array([[-1, 1], [1, -1]]), np.diag(stoner)))


def lift(probes):
    return probes @ np.linalg.inv(probes.T @ probes)


def theorem(probes, X0, F):
    """Direct, drag and residual parts of the kernel, and the drag pattern."""
    x0 = probes.T @ X0 @ probes
    L = X0 @ probes @ np.linalg.inv(x0)
    P = X0 - L @ x0 @ L.T
    W = np.linalg.solve(np.eye(len(F)) - F @ P, F)
    D = lift(probes)
    direct = D.T @ F @ D
    return direct, L.T @ F @ L - direct, L.T @ (W - F) @ L, L


def inversion(bare, full, idx):
    pick = np.ix_(idx, idx)
    return np.linalg.inv(bare[pick]) - np.linalg.inv(full[pick])


def close(a, b, tol=1e-4):
    # tolerance in eV: inverses of small responses amplify derivative errors
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


# ---- ring of four M (even index) and four L (odd index) ----
size, t_hop, level_L = 8, 1.2, -3.0
U_M, U_L, V_near, V_next, J_M, J_L = 6.0, 5.0, 2.0, 1.0, 1.5, 0.5
is_M = np.arange(size) % 2 == 0
hopping, charge = np.zeros((size, size)), np.diag(np.where(is_M, U_M, U_L))
for i in range(size):
    j, k = (i + 1) % size, (i + 2) % size
    hopping[i, j] = hopping[j, i] = -t_hop
    charge[i, j] = charge[j, i] = V_near
    charge[i, k] = charge[k, i] = V_next
F = spin_kernel(charge, np.where(is_M, J_M, J_L))
onsite = np.where(is_M, 0.0, level_L)
reference = np.tile(np.where(is_M, 0.5, 1.0), 2)
stagger = np.array([0.4, 0, -0.4, 0, 0.4, 0, -0.4, 0])
ring = MeanField(hopping, onsite, F, reference, 6,
                 reference + np.concatenate([stagger, -stagger]))
up, down = ring.n[:size], ring.n[size:]
assert up[0] - down[0] > 0.3 and ring.gap() > 0.1

unit = np.eye(size)[:, is_M]
probes = np.hstack([np.vstack([unit, unit]), np.vstack([unit, -unit])])
bare = ring.measured_response(np.zeros_like(F), probes)
full = ring.measured_response(F, probes)
X0 = ring.sum_over_states()
assert close(bare, probes.T @ X0 @ probes, 1e-7)

print(f"hopping {t_hop} eV, ligand level {level_L} eV")
print(f"U_M {U_M}, U_L {U_L}, J_M {J_M}, J_L {J_L} eV")
print(f"V nearest {V_near}, V next-nearest {V_next} eV")
print(f"M0 occupations: up {up[0]:.4f}, down {down[0]:.4f}")
print(f"M0 moment {up[0]-down[0]:.4f}; ligand charge {up[1]+down[1]:.4f}")
print(f"orbital gap {ring.gap():.4f} eV")
for name, r in (("frozen", bare), ("self-consistent", full)):
    print(f"M0 {name} response nn {r[0,0]:.6f}, nm {r[0,4]:.6f}, "
          f"mm {r[4,4]:.6f} 1/eV")

sets = {"own n": [0], "own m": [4], "own n,m": [0, 4],
        "all n": [0, 1, 2, 3], "all m": [4, 5, 6, 7],
        "all n,m": list(range(8))}
kernels, patterns = {}, {}
for name, idx in sets.items():
    A = probes[:, idx]
    K = inversion(bare, full, idx)
    direct, drag, residual, L = theorem(A, X0, F)
    assert close(K, direct + drag + residual)
    assert np.linalg.eigvalsh((residual + residual.T) / 2).max() < 1e-9
    # interaction confined to the retained set must be returned unchanged
    inside = A @ direct @ A.T
    confined = ring.measured_response(inside, A)
    pick = np.ix_(idx, idx)
    assert close(np.linalg.inv(bare[pick]) - np.linalg.inv(confined), direct)
    # a constant added to every charge interaction must drop out of the total
    d2, g2, r2, _ = theorem(A, X0, F + 5.0)
    assert close(K, d2 + g2 + r2)
    kernels[name], patterns[name] = K, L
    for label, channel, sign in (("U", 0, 1), ("J", 4, -1)):
        if channel in idx:
            p = idx.index(channel)
            print(f"{label} retaining {name}: direct {sign*direct[p,p]:.4f}, "
                  f"drag {sign*drag[p,p]:.4f}, "
                  f"residual {sign*residual[p,p]:.4f}, "
                  f"total {sign*K[p,p]:.4f} eV")

K_all, K_atom = kernels["all n,m"], kernels["own n,m"]
print(f"U in hartree: scalar {kernels['own n'][0,0]/HARTREE_EV:.5f}, "
      f"block {K_atom[0,0]/HARTREE_EV:.5f}, full {K_all[0,0]/HARTREE_EV:.5f}")
print(f"atom-block K_nm {K_atom[0,1]:.4f} eV; full K_nm {K_all[0,4]:.4f} eV")
print(f"full inversion: M0-M1 charge coupling {K_all[0,1]:.4f} eV")

# ---- where the compensating charge goes when M0 gains one electron ----
for name in ("own n", "own n,m", "all n,m"):
    L = patterns[name][:, 0]
    dn, dm = L[:size] + L[size:], L[:size] - L[size:]
    assert abs(dn.sum()) < 1e-9 and abs(dm.sum()) < 1e-9
    print(f"drag, {name}: M0 moment {dm[0]:.4f}, other M {dn[2::2].sum():.4f}, "
          f"near L {dn[1]+dn[7]:.4f}, far L {dn[3]+dn[5]:.4f} electrons")

# ---- nesting: smaller sets recovered from the kernel of a larger set ----
for name in ("own n", "own m", "own n,m"):
    d, g, r, _ = theorem(np.eye(8)[:, sets[name]], bare, K_all)
    assert close(d + g + r, kernels[name])
    s = -1 if name == "own m" else 1
    print(f"full to {name}: start {s*d[0,0]:.4f}, drag {s*g[0,0]:.4f}, "
          f"residual {s*r[0,0]:.4f}, end {s*(d+g+r)[0,0]:.4f} eV")
atom = np.ix_([0, 4], [0, 4])
d, g, r, _ = theorem(np.eye(2)[:, [0]], bare[atom], K_atom)
assert close(d + g + r, kernels["own n"])
print(f"block to scalar U: start {d[0,0]:.4f}, own-spin drag {g[0,0]:.4f}, "
      f"residual {r[0,0]:.4f}, end {(d+g+r)[0,0]:.4f} eV")

# ---- only M0 interacts: effect of its own spin relaxation on scalar U ----
A = probes[:, [0, 4]]
only_M0 = A @ np.diag([U_M, -J_M]) @ A.T
response = ring.measured_response(only_M0, probes[:, [0]])
U_scalar_M0 = 1 / bare[0, 0] - 1 / response[0, 0]
x0_atom = A.T @ X0 @ A
t_spin = x0_atom[1, 0] / x0_atom[0, 0]
p_spin = x0_atom[1, 1] - x0_atom[1, 0] ** 2 / x0_atom[0, 0]
assert close(U_scalar_M0, U_M - J_M * t_spin ** 2 / (1 + p_spin * J_M))
print(f"only M0 interacting: t {t_spin:.4f}, p {p_spin:.5f} 1/eV, "
      f"scalar U {U_scalar_M0:.4f} eV")

# ---- particle conservation: probing every orbital is singular ----
eig = np.sort(np.abs(np.linalg.eigvalsh(X0)))
assert eig[1] < 1e-12 and eig[2] > 1e-6
smallest = np.abs(np.linalg.eigvalsh(probes.T @ X0 @ probes)).min()
print(f"zero modes of response with all orbitals: {np.sum(eig < 1e-12)}")
print(f"smallest |eigenvalue|, M channels only: {smallest:.5f} 1/eV")

# ---- nonmagnetic ring with formally empty M: charge and spin decouple ----
ref_empty = np.tile(np.where(is_M, 0.0, 1.0), 2)
plain = MeanField(hopping, onsite, F, ref_empty, 4, ref_empty)
assert np.max(np.abs(plain.n[:size] - plain.n[size:])) < 1e-10
b = plain.measured_response(np.zeros_like(F), probes)
f = plain.measured_response(F, probes)
U_plain = {k: inversion(b, f, sets[k])[0, 0]
           for k in ("own n", "own n,m", "all n", "all n,m")}
assert close(U_plain["own n"], U_plain["own n,m"])
assert close(U_plain["all n"], U_plain["all n,m"])
print("nonmagnetic ring U: " + ", ".join(
    f"{k} {v:.4f}" for k, v in U_plain.items()) + " eV")

# ---- closed nonmagnetic pair: scalar U equals U1 + U2 - 2V ----
U1, U2, V12 = 6.0, 5.0, 2.0
F_pair = spin_kernel(np.array([[U1, V12], [V12, U2]]), [0.5, 0.5])
pair = MeanField(np.array([[0.0, -1.0], [-1.0, 0.0]]), np.array([0.0, -1.0]),
                 F_pair, 0.5 * np.ones(4), 1, 0.5 * np.ones(4))
probe = np.array([[1.0], [0.0], [1.0], [0.0]])
U_pair = (1 / pair.measured_response(np.zeros((4, 4)), probe)
          - 1 / pair.measured_response(F_pair, probe))[0, 0]
assert close(U_pair, U1 + U2 - 2 * V12)
print(f"pair: U1 {U1}, U2 {U2}, V {V12}, scalar U {U_pair:.4f} eV")

print("all tests passed")
```

Output:

```
hopping 1.2 eV, ligand level -3.0 eV
U_M 6.0, U_L 5.0, J_M 1.5, J_L 0.5 eV
V nearest 2.0, V next-nearest 1.0 eV
M0 occupations: up 0.9846, down 0.1142
M0 moment 0.8704; ligand charge 1.9012
orbital gap 2.2515 eV
M0 frozen response nn -0.060549, nm 0.038833, mm -0.060549 1/eV
M0 self-consistent response nn -0.048329, nm 0.033668, mm -0.060220 1/eV
U retaining own n: direct 6.0000, drag -1.7107, residual -0.1135, total 4.1759 eV
J retaining own m: direct 1.5000, drag -1.8336, residual 0.2433, total -0.0903 eV
U retaining own n,m: direct 6.0000, drag -0.0047, residual -0.1596, total 5.8357 eV
J retaining own n,m: direct 1.5000, drag -0.7756, residual 0.1317, total 0.8561 eV
U retaining all n: direct 6.0000, drag -1.9231, residual -0.0933, total 3.9836 eV
J retaining all m: direct 1.5000, drag -2.6551, residual 0.3406, total -0.8144 eV
U retaining all n,m: direct 6.0000, drag -0.3883, residual -0.0626, total 5.5491 eV
J retaining all n,m: direct 1.5000, drag -0.3567, residual 0.0476, total 1.1909 eV
U in hartree: scalar 0.15346, block 0.21446, full 0.20392
atom-block K_nm 0.9547 eV; full K_nm 0.5341 eV
full inversion: M0-M1 charge coupling 0.7500 eV
drag, own n: M0 moment -0.6413, other M -0.4955, near L -0.4789, far L -0.0255 electrons
drag, own n,m: M0 moment 0.0000, other M -0.8288, near L -0.1060, far L -0.0652 electrons
drag, all n,m: M0 moment 0.0000, other M -0.0000, near L -0.5232, far L -0.4768 electrons
full to own n: start 5.5491, drag -1.2732, residual -0.1000, end 4.1759 eV
full to own m: start 1.1909, drag -1.5205, residual 0.2393, end -0.0903 eV
full to own n,m: start 5.5491, drag 0.3775, residual -0.0909, end 5.8357 eV
block to scalar U: start 5.8357, own-spin drag -1.5767, residual -0.0831, end 4.1759 eV
only M0 interacting: t -0.6413, p -0.03564 1/eV, scalar U 5.3482 eV
zero modes of response with all orbitals: 2
smallest |eigenvalue|, M channels only: 0.01134 1/eV
nonmagnetic ring U: own n 4.8210, own n,m 4.8210, all n 4.9576, all n,m 4.9576 eV
pair: U1 6.0, U2 5.0, V 2.0, scalar U 7.0000 eV
all tests passed
```
